# Bethe Electronic Stopping from the Generalised Oscillator-Strength Sum Rule

## 1. Definitions and conventions

A fast ion of charge $z$, mass $M$ and velocity $v$ crosses a dilute gas of randomly oriented atoms or molecules. Each target has $N$ electrons and starts in its ground state $|0\rangle$. Its excited states $|n\rangle$ lie at energies $E_n$ above the ground state. Sums over $n$ include the continuum, and the target nuclei are held fixed.

The derivation uses atomic units: $\hbar$, the electron mass $m$ and the elementary charge $e$ are one, with Gaussian electrostatics. The electrons are nonrelativistic, and $M\gg1$. The ion is treated as a bare point charge.

The electronic stopping cross section is the mean energy given to the electrons, weighted by cross section:

$$S=\sum_n\int E_n\,d\sigma_n .$$

In a gas of number density $n_g$, the mean energy loss per unit path is $n_gS$. Two further definitions are needed:

$$\rho_{\mathbf q}=\sum_{j=1}^N e^{i\mathbf q\cdot\mathbf r_j},\qquad
F_n(\mathbf q)=\langle n|\rho_{\mathbf q}|0\rangle .$$

Here $\mathbf q$ is the momentum lost by the ion. The result to be derived is

$$S=\frac{4\pi z^2N}{v^2}\ln\frac{2v^2}{I},\qquad
\ln I=\frac1N\sum_n f_n\ln E_n, \tag{1}$$

where $f_n$ is a dipole oscillator strength and $I$ is the mean excitation energy. Equation (1) is the high-velocity limit of the first Born approximation.

## 2. The Born cross section

The ion–electron interaction is $-z\sum_j|\mathbf R-\mathbf r_j|^{-1}$, with $\mathbf R$ the ion position. The interaction with the fixed nuclei does not contain electron coordinates, so orthogonality removes it from a transition with $n\ne0$.

Let the ion pass from a plane wave $\mathbf k$ to $\mathbf k'=\mathbf k-\mathbf q$, both normalised to unit volume. Since

$$\int d^3R\,\frac{e^{i\mathbf q\cdot\mathbf R}}{|\mathbf R-\mathbf r|}
=\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r},$$

the matrix element is $-4\pi zF_n/q^2$. The golden rule divides the transition rate by the incident flux $v=k/M$. The final states supply the factor

$$\frac{d^3k'}{(2\pi)^3}=\frac{Mk'\,d\varepsilon'\,d\Omega}{(2\pi)^3},
\qquad \varepsilon'=\frac{k'^2}{2M}.$$

The energy delta function removes $d\varepsilon'$, leaving

$$\frac{d\sigma_n}{d\Omega}
=\frac{2\pi}{v}\,\frac{Mk'}{8\pi^3}\,\frac{16\pi^2z^2|F_n|^2}{q^4}
=\frac{4z^2Mk'}{v}\frac{|F_n|^2}{q^4}.$$

From $q^2=k^2+k'^2-2kk'\cos\theta$ at fixed $k'$, we have $q\,dq=kk'\sin\theta\,d\theta$. After the average over target orientation, $|F_n|^2$ depends on the magnitude of $\mathbf q$ alone, so $d\Omega=2\pi q\,dq/(kk')$. With $k=Mv$,

$$d\sigma_n=\frac{8\pi z^2}{v^2}|F_n(q)|^2\frac{dq}{q^3}. \tag{2}$$

For a free electron at rest, $|F|^2=1$ and $E=q^2/2$. Then $dE=q\,dq$, and (2) becomes $d\sigma=2\pi z^2dE/(v^2E^2)$, the Rutherford law. Numerical classical trajectories at $z=1$, $v=2$ provide a separate check. The area between impact parameters 0.5 and 1 bohr is 2.356 bohr². Integrating (2) between the two computed momentum transfers also gives 2.356 bohr².

## 3. Kinematics and generalised strengths

Energy conservation reads

$$E_n=\frac{k^2-|\mathbf k-\mathbf q|^2}{2M}
=\mathbf q\cdot\mathbf v-\frac{q^2}{2M}.$$

For a very heavy ion the last term drops out. Because $\mathbf q\cdot\mathbf v\le qv$, a transition needs

$$E_n\le qv,\qquad\text{or}\qquad q\ge E_n/v. \tag{3}$$

Thus a slow ion cannot excite a high-energy state by a gentle, small-$q$ collision.

The generalised oscillator strength is

$$f_n(q)=\frac{2E_n}{q^2}|F_n(q)|^2 . \tag{4}$$

At small $q$, orthogonality removes the constant term of the exponential. Hence $F_n\simeq i\mathbf q\cdot\langle n|\sum_j\mathbf r_j|0\rangle$, and $f_n(0)=f_n$ is the orientation-averaged dipole oscillator strength.

Multiplying (2) by $E_n$ and replacing $E_n|F_n|^2$ by $q^2f_n(q)/2$ gives

$$S=\frac{4\pi z^2}{v^2}L,\qquad
L=\sum_n\int_{E_n/v}^{\infty}f_n(q)\frac{dq}{q}. \tag{5}$$

The dimensionless $L$ is the stopping number. The upper limit can be infinite because the strengths themselves suppress transfers well beyond $2v$, as Section 6 shows.

## 4. The sum rule at every momentum transfer

Let $H=\sum_jp_j^2/2+U(\mathbf r_1,\ldots,\mathbf r_N)$, where $U$ is local and may include all electron–electron repulsions. It commutes with $\rho_{\mathbf q}$. Since $e^{-i\mathbf q\cdot\mathbf r}\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=\mathbf p+\mathbf q$,

$$[H,\rho_{\mathbf q}]
=\sum_j e^{i\mathbf q\cdot\mathbf r_j}
\left(\mathbf q\cdot\mathbf p_j+\frac{q^2}{2}\right).$$

Now take the commutator with $\rho_{\mathbf q}^\dagger$. Terms belonging to different electrons commute. For each electron the remainder is

$$\left(\mathbf q\cdot\mathbf p+\frac{q^2}{2}\right)
-\left[\mathbf q\cdot(\mathbf p-\mathbf q)+\frac{q^2}{2}\right]=q^2,$$

so $[\rho_{\mathbf q}^\dagger,[H,\rho_{\mathbf q}]]=Nq^2$.

Inserting a complete set of states into the ground-state expectation value gives

$$\sum_nE_n\left(|\langle n|\rho_{\mathbf q}|0\rangle|^2
+|\langle n|\rho_{\mathbf q}^\dagger|0\rangle|^2\right)=Nq^2.$$

The second term belongs to $-\mathbf q$. Averaging over orientation makes it equal to the first, and (4) then yields

$$\sum_n f_n(q)=N\quad\text{for every }q>0, \tag{6}$$

with the dipole sum rule as its limit $q\to0$. Interactions redistribute strength among states without changing its sum.

Two interacting particles on a ring illustrate this: diagonalisation gives a strength sum of 2 at both $q=1$ and $q=2$. A nonlocal potential would not in general commute with $\rho_{\mathbf q}$, and this proof would then fail.

## 5. Small momentum transfers

Choose a fixed $q_1$ and take $v$ large enough that $q_1v$ exceeds the energies carrying appreciable dipole strength. The part of (5) below $q_1$ is

$$L_<=\sum_{E_n<q_1v}\int_{E_n/v}^{q_1}f_n(q)\frac{dq}{q}.$$

Write $f_n(q)=f_n+g_n(q)$. In the high-velocity limit the sum may be extended to all states, because the omitted strength lies in the far tail. The constant part gives

$$\sum_nf_n\ln\frac{q_1v}{E_n}
=N\ln(q_1v)-\sum_nf_n\ln E_n
=N\ln\frac{q_1v}{I}. \tag{7}$$

This is where $I$ enters: it replaces the many lower limits $E_n/v$ by one limit $I/v$ with the same total logarithm.

The remaining part is

$$\sum_n\int_{E_n/v}^{q_1}g_n\frac{dq}{q}
=\int_0^{q_1}\sum_ng_n\frac{dq}{q}
-\sum_n\int_0^{E_n/v}g_n\frac{dq}{q}.$$

The first term vanishes, since (6) holds at $q$ and at zero. In the second, $g_n\simeq a_nq^2$ at small $q$, so it contributes

$$-\frac1{2v^2}\sum_na_nE_n^2, \tag{8}$$

provided this sum converges. Therefore $L_<=N\ln(q_1v/I)+O(v^{-2})$. The boundary $q_1$ need not be small compared with an inverse atomic radius: the sum rule compensates for the failure of the dipole approximation in individual transitions.

## 6. Large momentum transfers

Above $q_1$, states are cut off appreciably only when $q$ approaches $2v$. At such large $q$, interference between different electrons is negligible, and each electron is struck almost as if free. If its initial momentum along $\mathbf q$ is $p$, it receives

$$E=\frac{(\mathbf p+\mathbf q)^2-\mathbf p^2}{2}=\frac{q^2}{2}+qp.$$

The strength therefore forms a ridge about $E=q^2/2$, with a Doppler width proportional to $q$. Condition (3) becomes $q\le2(v-p)$. The factor $2E/q^2$ in (4) gives the weight $1+2p/q$, whose average is one because $\langle p\rangle=0$, in agreement with (6).

The contribution per electron, before averaging over $p$, is

$$\int_{q_1}^{2(v-p)}\left(1+\frac{2p}{q}\right)\frac{dq}{q}
=\ln\frac{2(v-p)}{q_1}+\frac{2p}{q_1}-\frac{p}{v-p}.$$

For $|p|\ll v$, expand

$$\ln\left(1-\frac pv\right)\simeq-\frac pv-\frac{p^2}{2v^2},
\qquad
-\frac p{v-p}\simeq-\frac pv-\frac{p^2}{v^2}.$$

Terms linear in $p$ average to zero. With total electronic kinetic energy $\langle T\rangle$, isotropy gives $N\langle p^2\rangle=2\langle T\rangle/3$. Thus

$$L_>=N\ln\frac{2v}{q_1}-\frac{3N\langle p^2\rangle}{2v^2}
=N\ln\frac{2v}{q_1}-\frac{\langle T\rangle}{v^2}. \tag{9}$$

This correction rests on the free-collision picture near the cut-off; Section 8 tests it for hydrogen.

## 7. The Bethe formula and the meaning of $I$

Adding (7) and the leading part of (9) cancels $q_1$:

$$L=N\ln\frac{q_1v}{I}+N\ln\frac{2v}{q_1}
=N\ln\frac{2v^2}{I}.$$

Equation (5) then gives (1). In Gaussian units,

$$S=\frac{4\pi z^2e^4N}{mv^2}\ln\frac{2mv^2}{I}. \tag{10}$$

For SI units, replace $e^4$ by $(e^2/4\pi\varepsilon_0)^2$. The quantity $2mv^2$ is the largest energy that a heavy ion can give to a free electron initially at rest.

If $q_1=\sqrt{2I}$, the two logarithms are equal. In this division, gentle and hard collisions contribute equally to the leading stopping.

The definition of $I$ is a logarithmic mean. Since the logarithm is concave, $I$ cannot exceed the arithmetic mean $\sum f_nE_n/N$. For an electron in a harmonic well of frequency $\omega$, the ground state has dipole transitions to the first excited level alone, so $I=\omega$. If a molecule's strengths were the sums of those of its separate atoms, then $N\ln I=\sum_aN_a\ln I_a$. Bonding changes the low-energy strengths and so breaks this additivity.

Equation (10) has a limited range. Its logarithm vanishes at $2mv^2=I$ and is negative below that point, where it cannot describe energy loss to ground-state targets. Well before this, inner electrons may already violate the high-velocity condition. The Born expansion also needs $z/v\ll1$, and electron capture can invalidate the assumption of a bare ion at low speed.

## 8. The first velocity correction for one electron

For one electron, the coefficient in (8) can be found without individual strengths. Set $h=H-E_0$, where $E_0$ is the ground-state energy, and $A=\mathbf q\cdot\mathbf p+q^2/2$. Since $e^{-i\mathbf q\cdot\mathbf r}he^{i\mathbf q\cdot\mathbf r}=h+A$ and $h|0\rangle=0$,

$$\sum_nE_n^3|F_n|^2=\langle(h+A)^3\rangle
=\langle A^3\rangle+\langle AhA\rangle.$$

Odd powers of momentum average to zero. With $p$ again the component along $\mathbf q$,

$$\langle A^3\rangle=\frac{q^6}{8}+\frac32q^4\langle p^2\rangle.$$

The constant in $A$ drops out of $\langle AhA\rangle$, because $h|0\rangle=0$. What remains is $\langle(\mathbf q\cdot\mathbf p)h(\mathbf q\cdot\mathbf p)\rangle$, which is proportional to $q^2$. Multiplying by $2/q^2$ gives

$$\sum_nE_n^2f_n(q)=\frac{q^4}{4}+3q^2\langle p^2\rangle+\text{constant}.$$

The coefficient of $q^2$ is $\sum_na_nE_n^2=3\langle p^2\rangle=2\langle T\rangle$. The low-$q$ correction (8) is therefore $-\langle T\rangle/v^2$, equal to the high-$q$ correction in (9). Together,

$$L=\ln\frac{2v^2}{I}-\frac{2\langle T\rangle}{v^2}+\cdots . \tag{11}$$

For several interacting electrons, pair terms can enter the third moment, so the low-$q$ half of this result does not carry over unchanged.

Hydrogen has $\langle T\rangle=1/2$, and the predicted correction is $-1/v^2$. Its computed dipole spectrum gives $I=14.99$ eV. Integrating (5) over the discrete and continuum strengths, without the Bethe approximation, gives:

| $v$ (a.u.) | Full Born $L$ | Bethe $L$ | $v^2\times$ deficit |
|---:|---:|---:|---:|
| 2 | 2.407 | 2.676 | 1.07 |
| 10 | 5.884 | 5.894 | 1.04 |
| 40 | 8.6665 | 8.6671 | 1.00 |

The last column approaches the predicted value 1. At $v=2$, the Bethe number exceeds the full Born number by 11% of the latter.

The two halves were also tested separately at $v=40$ and $q_1=4$. Their scaled deficits are 0.50 and 0.50, matching the prediction of 0.50 for each. The output lists 0.493 for the first, because the factor $v^2=1600$ magnifies a quadrature error of a few parts in $10^6$. This $q_1$ is not small on the atomic scale, so the result also supports the sum-rule argument of Section 5.

## 9. Protons in hydrogen fluoride gas

Consider 3 MeV protons crossing 10 cm of hydrogen fluoride at 10 Torr and 300 K. The H–F distance is fixed at 0.92 Å, a round value near equilibrium. The dipole spectrum is computed in the random-phase approximation on a restricted Hartree–Fock reference, using a finite Gaussian basis. This level leaves out electron correlation beyond that response, relativity in the molecule and nuclear motion.

The ten electrons give a computed strength sum of 10.003. The polarizability along the bond is 5.771 a.u. both from the spectrum and from the change of dipole in a small applied field. This agreement tests consistency within one basis; adding f functions on F and d functions on H raises the value by about 0.015 a.u., to 5.78–5.79. The logarithmic mean is

$$I=99.4\ \text{eV}.$$

A coarser basis also gives 99.4 eV, and larger bases with f functions on F and d functions on H lower $I$ by only about 0.04 eV. This supports basis convergence, but does not measure the error of the random-phase approximation.

The arithmetic mean is much larger, 338 eV. In the finite basis used here, a strength of 1.85 lies above 600 eV (1.87 in a denser basis); that part alone supplies at least $1.85\times600/10=111$ eV to the arithmetic mean. The logarithm gives such high energies less weight.

The proton velocity, found from its relativistic kinetic energy, is 10.93 a.u. Hence $2mv^2=6504$ eV, and

$$\ln\frac{2mv^2}{I}=\ln\frac{6504}{99.4}=4.18.$$

In atomic units the cross section is $4\pi(10)(4.18)/(10.93)^2=4.40$. One atomic unit of stopping cross section is $7.62\times10^{-16}$ eV cm², so

$$S=3.35\times10^{-15}\ \text{eV cm}^2\text{ per molecule}.$$

The ideal-gas density is $3.22\times10^{17}$ cm⁻³. Over 10 cm the mean loss is

$$(3.35\times10^{-15})(3.22\times10^{17})(10)
=1.08\times10^4\ \text{eV}=10.8\ \text{keV}.$$

This is 0.36% of the beam energy, so holding $S$ fixed across the cell is reasonable.

## 10. Size of the neglected effects

The largest correction estimated here is the shell correction. It arises because the speeds of the target electrons are not negligible beside that of the proton; the fluorine K electrons are the fastest. To size it, each occupied orbital of kinetic energy $t_i$ is replaced by a hydrogenlike 1s orbital of nuclear charge $Z_i=\sqrt{2t_i}$. Scaling lengths by $1/Z_i$ and energies by $Z_i^2$ makes its stopping number that of hydrogen at velocity $v/Z_i$. For the K orbital this reduced velocity is 1.27.

Summing the hydrogen deficits gives a shell correction of $-3.3\%$ of the Bethe value, or $S\simeq3.24\times10^{-15}$ eV cm². Applying the leading term of (11) to the total kinetic energy gives $-4.0\%$. Both are rough estimates: the first treats every orbital as hydrogenlike, the second keeps only the leading term in $1/v^2$, and both omit pair terms. The hydrogenlike orbitals imply a mean excitation energy near 156 eV rather than 99.4 eV, so only their deficits are used. Replacing each dipole transition by a harmonic oscillator of the same energy and strength gives $-2.9\%$. The correction is therefore known only as roughly $-3$ to $-4\%$.

The other estimates are smaller for these numbers:

- The Bloch correction, which carries the Coulomb collision beyond first Born order, is $-0.24\%$ of $S$. Its standard expression is used here without derivation.
- A distant electron at $b\sim v/I$ receives a velocity of order $z/(bv)$ and moves by order $z/v^2$ during the passage. Relative to $b$, this displacement is $zI/v^3$. Divided by the Bethe logarithm, this scale for the cubic-in-charge effect is 0.07%. It is not the size of the effect: it omits a numerical factor and a logarithm, which together can exceed ten. The correction is positive for protons. A classical oscillator treatment of the dipole spectrum gives $+0.2$ to $+0.6\%$ from distant collisions, depending on the cut-off in $b$, and about twice that if close collisions contribute equally. It can therefore reach about 1%, outweigh the Bloch term and offset part of the shell correction.
- Proton recoil lowers the free-electron cut-off to $q=2v/(1+1/M)$, changing $S$ by $-0.013\%$. The usual relativistic terms in the Bethe bracket change it by about 0.0005%.
- For the same impulse, a heavy nucleus takes up little energy. The ratio of nuclear to electronic stopping prefactors is $\sum_aZ_a^2/(M_aN)=0.029\%$, with $Z_a$ and $M_a$ the nuclear charges and masses. The two logarithms differ and are not included in this ratio.

Protons of a few MeV can be used for proton-induced X-ray analysis. The gas cell is a simple model case; in a solid sample, bonding and packing change the dipole spectrum. At fixed proton energy, a 10% increase in $I$ lowers $S$ by 2.3%. Real hydrogen fluoride can also associate through hydrogen bonds, which would change both the number of HF units at a given pressure and their spectrum. That effect is not sized here.

For a uniform thin layer, a measured mean loss $\Delta E$ gives the thickness $\Delta E/(n_gS)$, with $n_g$ now the layer's molecular density. If the estimated shell correction is right and is ignored, $S$ is too large and the inferred thickness is 3.3% too small relative to the true value. The formula predicts the mean loss; individual protons have a spread of losses that needs a separate calculation.

The numerical output gives the underlying values in more detail.

## Table of computed values

```
Rutherford area, classical: 2.35619 bohr^2
Rutherford area, Born: 2.3559 bohr^2
Ring strength sum, q=1: 2
Ring strength sum, q=2: 2
H continuum strength, direct: 0.651944 per a.u. of k
H continuum strength, formula: 0.651945 per a.u. of k
H strength sum at q=0.2 a.u.: 1
H strength sum at q=1 a.u.: 1
H strength sum at q=5 a.u.: 1
H strength sum at q=30 a.u.: 1
H mean excitation energy: 14.9913 eV
H v=2 a.u.: Born L=2.407250, Bethe L=2.675608, v^2 deficit=1.0734 a.u.
H v=5 a.u.: Born L=4.464009, Bethe L=4.508190, v^2 deficit=1.1045 a.u.
H v=10 a.u.: Born L=5.884128, Bethe L=5.894484, v^2 deficit=1.0357 a.u.
H v=20 a.u.: Born L=7.278257, Bethe L=7.280779, v^2 deficit=1.0086 a.u.
H v=40 a.u.: Born L=8.666451, Bethe L=8.667073, v^2 deficit=0.9956 a.u.
H split: v=40 a.u., q1=4 a.u.
H low-q L: Born=5.671033, Bethe=5.671341
H high-q L: Born=2.995418, Bethe=2.995732
H low-q v^2 deficit: 0.492821 a.u.
H high-q v^2 deficit: 0.502826 a.u.
HF bond length: 0.92 angstrom
HF electrons: 10
HF RHF energy: -100.064 hartree
HF dipole strength sum: 10.0028
HF alpha_zz from spectrum: 5.77077 a.u.
HF alpha_zz from finite field: 5.77082 a.u.
HF mean excitation energy I: 99.388 eV
HF I in coarser basis: 99.4364 eV
HF arithmetic mean energy: 338.39 eV
HF strength above 600 eV: 1.85176
Proton energy: 3 MeV
Proton velocity: 10.9322 a.u.
2 m v^2: 6504.19 eV
Bethe logarithm: 4.18117
Stopping cross section: 3.35002 1e-15 eV cm2/molecule
Gas: 10 Torr, 300 K, 10 cm
Gas density: 3.21883e+17 molecules/cm3
Energy loss in cell: 10.7832 keV
K-orbital reduced velocity: 1.26674 a.u.
Shell correction to S, 1s estimate: -3.28584 %
Shell correction to S, leading term: -4.00243 %
Bloch correction to S: -0.238833 %
Cubic-charge scale z I/(v^3 L): 0.06686 %
Relativistic bracket change in S: 0.000486414 %
Proton recoil change in S: -0.0130219 %
Nuclear/electronic prefactor ratio: 0.0288311 %
Change in S if I rises by 10%: -2.27951 %
```
